# Uphill currents from step-edge diffusion without an Ehrlich-Schwoebel barrier

Consider a crystal surface on a square lattice with spacing $a$. Its height $z(\mathbf r,t)$ is counted in layers, and its slope is $\mathbf m=\nabla z$, which points uphill. Atoms land at random at a rate of $F$ atoms per site per second, that is, $F$ monolayers (ML) per second. Each atom first wanders over a terrace. Once it stands at the foot of a step it is an edge atom: it stays in its layer, moves along the step, and stops at a kink, a site with two lateral neighbours in the crystal. Let $\Delta\mathbf r$ be the horizontal displacement from landing to incorporation. The surface current is

$$\mathbf J=F\langle\Delta\mathbf r\rangle .$$

It is uphill if its component along $\mathbf m$ is positive. Dividing $\mathbf J$ by the site area $a^2$ gives atoms per unit length and time.

An Ehrlich-Schwoebel (ES) barrier is an extra barrier for hopping down a step. Here it is absent: a terrace atom hops to its four neighbouring columns with equal rates, even if one of them is a layer lower.

## The belief and its appeal

The belief is that mounds need an ES barrier. An atom that is reluctant to descend attaches more often to the ascending step, so the current points uphill. Without that reluctance, it seems, nothing distinguishes up from down. Edge diffusion looks harmless as well, since it moves atoms within one layer and straightens ragged steps.

In one dimension, within this model, the argument is correct. The terrace walk is then the whole story, and its mean displacement vanishes. To see this, write the displacement as a sum of hops. Whether the atom makes its next hop is settled before the direction of that hop is drawn, and the direction has zero mean. Each term therefore averages to zero, and so does the sum, provided the mean number of hops is finite.

The same proof covers the terrace stage in two dimensions, whatever the shape of the steps. It does not cover the edge stage, where the atom is no longer free to hop in all four directions.

## Why the current matters

Let $\phi(\mathbf r)$ be a smooth function. An atom that lands at $\mathbf r$ is incorporated at $\mathbf r+\Delta\mathbf r$, so

$$\int\phi\,\partial_t z\,d^2r=F\int\left[\phi+\langle\Delta\mathbf r\rangle\cdot\nabla\phi+\dots\right]d^2r .$$

Integrating the second term by parts moves the gradient off $\phi$ and changes the sign. Since $\phi$ is arbitrary,

$$\partial_t z=F-\nabla\cdot\mathbf J$$

to leading order at long wavelengths. The next term contains second derivatives of $\langle\Delta r_i\Delta r_j\rangle$. Near a flat surface these second moments are even in $\mathbf m$, so they add nothing linear in the slope. A part linear in the curvature enters the growth rate of a ripple only at fourth order in its wavenumber.

On a flat high-symmetry surface, symmetry requires $\mathbf J=0$ at zero slope. For small slopes, fourfold and mirror symmetry leave $\mathbf J=\alpha\mathbf m$ with one scalar $\alpha$. Then $\partial_t z=F-\alpha\nabla^2z$. Inserting $z=Ft+\epsilon e^{\sigma t}\cos kx$, and using $\nabla^2\cos kx=-k^2\cos kx$, gives

$$\sigma=\alpha k^2 .$$

An uphill current, $\alpha>0$, makes the ripple grow. Smoothing of the form $-Kk^4$ with $K>0$ stops this at short wavelengths but leaves the band $0<k<\sqrt{\alpha/K}$ unstable. The question is thus whether edge diffusion alone can give a positive $\alpha$.

## One edge atom on a kinked step

Lengths are now in units of $a$. Let the upper terrace lie towards $-y$, and let the step advance by one site in $y$ after every $n$ sites in $x$. The mean step direction is $(n,1)$, and the unit vector pointing uphill is

$$\hat{\mathbf u}=\frac{(1,-n)}{\sqrt{n^2+1}},$$

which is perpendicular to $(n,1)$ because $n-n=0$.

Number the edge sites of one straight segment $i=1,\dots,n$. Site $n$ is the kink. Site 1 lies beside an outer corner, and an atom that rounds this corner arrives at the kink of the neighbouring segment. Ordinary edge hops have relative rate 1 and the corner hop has relative rate $p\le1$. A corner barrier makes $p$ small. Define $s=1/p-1$, so that $s=0$ means no corner barrier.

Let $q_i$ be the probability of leaving round the corner. At interior sites both directions are equally likely, so $q_i=(q_{i-1}+q_{i+1})/2$ and $q_i$ is linear in $i$. At the kink $q_n=0$, hence $q_i=A(n-i)$. At site 1 the total rate is $1+p$, so

$$(1+p)q_1=p+q_2,\qquad (1+p)A(n-1)=p+A(n-2).$$

Collecting the terms in $A$ gives $A[1+p(n-1)]=p$. Dividing by $p$ and using $1/p=1+s$,

$$q_i=\frac{n-i}{n+s}.$$

The two exits have displacements $(n-i,0)$ and $(-i,-1)$. The mean displacement from site $i$ is therefore

$$\langle\Delta x\rangle_i=(1-q_i)(n-i)-q_i\,i=(n-i)-nq_i=\frac{(n-i)s}{n+s},\qquad \langle\Delta y\rangle_i=-q_i .$$

Now project each exit on the uphill direction:

$$(n-i,0)\cdot\hat{\mathbf u}=\frac{n-i}{\sqrt{n^2+1}},\qquad
(-i,-1)\cdot\hat{\mathbf u}=\frac{-i+n}{\sqrt{n^2+1}} .$$

The results are equal. All kinks lie on one line parallel to the mean step, at the inner side of the sawtooth. An edge atom starts on that line or outside it and ends on it, so its mean displacement is uphill whichever way it goes. The corner barrier decides which kink it reaches, and hence the current along the step, but not the uphill part.

It remains to average over arrival sites. If $w_i$ is the probability of arriving at site $i$, the uphill shift per atom is $c=\sum_i w_i(n-i)/\sqrt{n^2+1}$. The set of edge sites of an evenly kinked staircase maps onto itself under inversion about the centre of a segment, which exchanges $i$ and $n+1-i$. The terrace walk and the uniform landing share this symmetry, so $w_i=w_{n+1-i}$ and the mean of $i$ is $(n+1)/2$. Thus

$$J_{\rm up}=Fa\,c,\qquad c=\frac{n-1}{2\sqrt{n^2+1}} .$$

For $n=10$, solving the walk directly from the height map gives $c=0.4478$ both for $p=1$ and for $p=0.01$.

If $n=1$, every edge site is a kink and the effect vanishes. For large $n$ the shift tends to half a lattice spacing. That limit cannot be pushed to a perfectly straight step, because kinks then become so rare that edge atoms meet each other first.

## Irregular kinks

When the segments have different lengths, the kinks no longer lie on one line and the corner barrier begins to matter. Let the mean length be $\bar n$, and assume equal arrival at every edge site. Summing the displacements over the sites of a segment of length $n$, with $\sum_i(n-i)=n(n-1)/2$, gives

$$\sum_i\langle\Delta x\rangle_i=\frac{s}{2}g(n),\qquad \sum_i\langle\Delta y\rangle_i=-\frac12 g(n),\qquad g(n)=\frac{n(n-1)}{n+s}.$$

Projecting on $(1,-\bar n)/\sqrt{\bar n^2+1}$ and dividing by the mean number of sites per segment,

$$c=\frac{(s+\bar n)\langle g(n)\rangle}{2\bar n\sqrt{\bar n^2+1}} .$$

Division of polynomials gives $g(n)=n-1-s+s(s+1)/(n+s)$, which is convex in $n$. Hence $\langle g(n)\rangle\ge g(\bar n)$, and as long as arrival is equal at every edge site, irregularity cannot lower $c$ below its value for even spacing. On a real irregular step the arrival probabilities vary somewhat, so this bound is approximate. Without a corner barrier $g=n-1$ is linear, and nothing changes. With a very high one, $(s+\bar n)g(n)\to n(n-1)$. For geometrically distributed lengths $\langle n^2\rangle=2\bar n^2-\bar n$, so $\langle n(n-1)\rangle=2\bar n(\bar n-1)$, twice the value for even spacing.

## A number in the regime of copper

Take 300 K, $F=0.01$ ML/s, terraces of $L=8$ sites and kinks every $n=10$ sites. The spacing $a=0.36/\sqrt2\approx0.2546$ nm follows from a rough cubic lattice constant of 0.36 nm. The barriers are rough typical values for growth on Cu(001): 0.45 eV for terrace hops, 0.30 eV for edge hops and an extra 0.25 eV at corners. The uphill shift is

$$c=\frac{9}{2\sqrt{101}}=0.448,$$

and the current is

$$\frac{Fc}{a}=\frac{0.01\times0.448}{0.2546}\approx0.0176\ \text{atoms}/(\text{nm s}).$$

The high corner barrier also drives a shift of 4.47 spacings along the step, ten times larger but perpendicular to the slope.

How strong an ES barrier would give the same uphill current? A straight terrace of $L$ sites is the same one-dimensional chain, with the descending hop in place of the corner hop. The result for $\langle\Delta x\rangle_i$, averaged over uniform landing, gives

$$c_{\rm ES}=\frac{(L-1)s_{\rm ES}}{2(L+s_{\rm ES})},\qquad s_{\rm ES}=e^{E_{\rm ES}/k_BT}-1,$$

if both hops have the same attempt rate. Setting $c_{\rm ES}=c$ and solving,

$$s_{\rm ES}=\frac{2cL}{L-1-2c}=\frac{7.164}{6.104}\approx1.17,$$

$$E_{\rm ES}=k_BT\ln(1+s_{\rm ES})=0.02585\times\ln2.17\approx0.020\ \text{eV}.$$

In this model, at this temperature and terrace width, edge diffusion imitates an ES barrier of about 20 meV. A true barrier of 0.05 eV alone would give a shift of 1.49 spacings, and one of 0.10 eV would give 2.99. A modest ES barrier can therefore outweigh the edge effect.

These figures are not a prediction for real copper. Besides a possible ES barrier, the stacking of the layers matters. The model puts atoms directly above one another, whereas on Cu(001) each layer is offset by half a spacing. Take straight steps with $m$ adatom sites per terrace, so that the terrace is $m+\tfrac12$ spacings wide. A descending hop then covers 1.5 spacings instead of 1. It occurs with probability $(m-1)/(2m+1)$, which adds a mean downhill shift of $(m-1)/(4m+2)$. This assumes that atoms landing on the outermost half spacing of the terrace slide to the site at the foot of the step, and these atoms add $1.5/(4m+2)$. The sum is then exactly $1/4$ spacing downhill, more than half of the uphill shift found here. The figure depends on the landing rule: if every atom goes to the horizontally nearest site, it is 0.22 spacing for $m=8$.

Encounters between deposited atoms are neglected too, and they are rare for these inputs. There are on average $1.5\times10^{-5}$ adatoms on the terrace area belonging to one segment, and $2.5\times10^{-7}$ deposited atoms moving on its edge. With a rough detachment barrier of 0.75 eV, the chance of escaping to the terrace during the edge walk is about $8\times10^{-7}$.

Thermal release from kinks is different. With a rough barrier of 0.60 eV it is about 1000 times faster than the supply of new atoms. Most released atoms return to the same kink, however. With the example's corner barrier only about one in ten thousand reaches another kink, so exchanges between kinks are several times slower than the supply. In equilibrium, detailed balance ensures that these exchanges carry no net current. It also fixes the thermal population of the edge at $9\,e^{-0.30\,\text{eV}/k_BT}\approx8\times10^{-5}$ atoms per segment; the rough figure $2.6\times10^{-4}$ in the output uses the residence time of deposited atoms and is about three times too high. During growth they rearrange the kinks and add capillary smoothing, which this model omits. The kink statistics of the real step are thus not determined here. With the example's corner barrier, geometric spacings of mean 10 would raise the shift from 0.45 to about 0.89, if arrival is equal at every edge site.

## From a current to a roughening surface

For a modulation along the uphill direction, the step calculation does not by itself give an instability. Oblique modulations, which also turn the steps, are not treated here. For evenly spaced kinks, fixed step orientation and equal terraces, $J_{\rm up}$ is independent of terrace width, so to leading order a weak modulation of the slope along the uphill direction produces no divergence of this current. Where neighbouring terraces differ in width, the symmetry of $w_i$ is lost and the shift changes slightly. The motion of the steps does not change, however. A terrace between two evenly kinked steps is itself symmetric under inversion, so its wandering atoms go to the two steps in equal halves, and an edge hop keeps an atom at its step. Each step advances in proportion to the mean width of its two terraces, just as without edge diffusion, and this law moves a weak ripple sideways but does not amplify it. Mounds start on a flat surface, where islands nucleate and the current must pass through zero.

That regime was simulated on $40\times40$ sites, one atom at a time, without an ES barrier. An atom made at most 40 terrace hops, after which it stayed as the seed of an island, and at most 40 attempted edge hops. Steps and islands evolved freely. The mean shifts along the imposed slope, in lattice spacings per atom over 30 ML, were:

| Slope (layers/site) | Corner hops | Edge stage | Terrace stage |
|---|---|---|---|
| 0.1 | free | $0.219\pm0.016$ | $0.007\pm0.007$ |
| 0.2 | free | $0.385\pm0.010$ | $-0.001\pm0.006$ |
| 0.1 | forbidden | $0.116\pm0.007$ | $0.012\pm0.008$ |

The terrace stage is compatible with zero, and the edge stage is uphill in all three runs. Forbidding corner hops appears to weaken the current here, unlike on the irregular staircase above. The situations differ: nucleation creates segments with an outer corner at both ends, and an atom on such a segment cannot reach a kink if corners are closed. This may account for the reduction, but the cause was not isolated.

At zero slope the edge shift was $0.030\pm0.006$, although the rules are symmetric and its average over many runs must vanish. The quoted errors treat successive layers as independent. Surface features that persist over many layers would make these errors too small, which is a possible but untested explanation. Five further runs with other random numbers, not listed in the output below, gave shifts between 0.15 and 0.20 at slope 0.1 with free corners, compared with 0.22 in the table. The sign is the same, but the size is uncertain by several hundredths of a spacing.

With free corners, the run at slope 0.1 gives $\alpha\approx0.219/0.1\approx2.2\,a^2$ per ML, and the run at slope 0.2 gives about 1.9. Both are averages at finite slope over a surface that roughens during the run, so they only estimate the coefficient for a small ripple on a flat surface. The shift is not steady: in one further run at slope 0.1 it fell from about 0.23 in the first ten layers to about 0.10 in the last ten. Taking the first value, a ripple of 40 sites has roughly

$$\sigma=2.19\left(\frac{2\pi}{40}\right)^2\approx0.054\ \text{per ML},$$

or a growth by a factor $e$ in about 19 ML if smoothing is ignored. The lower shift of 0.15 would give about 27 ML, so only the order of magnitude is meaningful. The ripple line in the output integrates the continuum law with this $\alpha$ and is not a test of the growth rules. Two atom-by-atom runs started from a 40-site ripple of about one layer, not listed in the output, grew at 0.025 and 0.032 per ML over 20 ML, about half the estimate, while the ripple did not grow with edge diffusion switched off.

Starting from a flat surface, the root-mean-square roughness with edge diffusion and free corners was 1.03, 1.90 and 3.08 layers after 10, 30 and 60 ML. With edge diffusion switched off and the other rules unchanged, it was 0.53, 0.52 and 0.63. These are single runs on a small area, and they do not determine a mound spacing, but the contrast agrees with the sign of the measured current.

One puzzle remains. Roughness depends only on how many atoms each layer holds, and an edge hop does not change that number. Edge diffusion therefore cannot roughen the surface at the moment of the hop. It acts by reshaping the steps, which changes how atoms arriving later are shared between layers. No atom has to climb a step, and none has to be prevented from descending one. The complete numerical output follows.

## Computed results

```
Uphill shift per atom, equal arrival (lattice spacings):
  n= 2: p=1 0.2236, p=0.01 0.2236
  n= 5: p=1 0.3922, p=0.01 0.3922
  n=10: p=1 0.4478, p=0.01 0.4478
  n=20: p=1 0.4744, p=0.01 0.4744
Example: T=300 K, kT=0.02585 eV, flux=0.01 ML/s, L=8, n=10
  lattice spacing 0.2546 nm, attempt rate 1e+13 1/s
  barriers (eV): terrace 0.45, edge 0.3, extra corner 0.25
  barriers (eV): edge to terrace 0.75, kink to edge 0.6
  hop rates per direction: terrace 2.76e+05, edge 9.12e+07 1/s
  corner ratio p=6.31e-05, s=1.584e+04 sites
  arrival weight: corner site 0.1149, middle 0.0977, kink 0.1149
  uphill shift 0.4478 (equal arrival 0.4478) spacings
  shift along step 4.4748 spacings
  uphill current 0.01759 atoms/(nm s)
  equivalent ES length s=1.1736 sites, barrier 0.0201 eV
  true ES barrier 0.02 eV alone: shift 0.4458 spacings
  true ES barrier 0.05 eV alone: shift 1.4882 spacings
  true ES barrier 0.10 eV alone: shift 2.9896 spacings
  arrivals per kink 0.800 1/s, edge residence 3.1e-07 s
  terrace residence 1.81e-05 s
  mean adatoms per terrace cell 1.45e-05
  mean deposited atoms per edge segment 2.48e-07
  detachment chance during edge walk 7.8e-07
  kink release rate / arrival rate 1.04e+03
  thermal edge atoms per segment, about 0.000258
Geometric kink spacings, mean 10, equal arrival per site:
  no corner barrier: uphill shift 0.4478 spacings
  p=0.1: uphill shift 0.5336 spacings
  example corner barrier: uphill shift 0.8945 spacings
Growth simulation: 40x40 sites, at most 40 terrace and 40 edge hops
  slope 0.0: edge shift +0.0299 +- 0.0063 spacings
  slope 0.1, corners open: edge +0.2187 +- 0.0163, terrace +0.0072 +- 0.0065
  slope 0.2, corners open: edge +0.3847 +- 0.0096, terrace -0.0010 +- 0.0062
  slope 0.1, corners closed: edge +0.1156 +- 0.0066, terrace +0.0115 +- 0.0077
  alpha = shift/slope at slope 0.1: 2.187 spacings^2 per ML
  roughness at 10 ML: with edge diffusion 1.034, without 0.530 layers
  roughness at 30 ML: with edge diffusion 1.895, without 0.524 layers
  roughness at 60 ML: with edge diffusion 3.084, without 0.629 layers
Ripple of 40 sites, no smoothing: growth 0.05383 per ML, alpha k^2 = 0.05395
```
